\section*{Spin and charge tunnelling into a Zeeman-split superconductor}

\section*{Question}

A normal metal N is joined through a weak tunnel barrier to a singlet superconductor S in a magnetic field. Set $e=\hbar=1$ and measure energies from the chemical potential of S. A bias $V$ raises the chemical potential of N to $V$. Both electrodes are at temperature $T$ unless stated otherwise, with $\beta=1/kT$ and $f(E)=1/(e^{\beta E}+1)$.

Tunnelling conserves spin. The metal is unpolarized: its density of states per spin, $\nu_N$, and the tunnel amplitude $t$ are the same for both spins and independent of energy. A Zeeman shift of the bands of N then changes nothing, since both spins share one chemical potential. The normal-state density of states of S per spin is $\nu_S$, and the normal-state junction conductance is $G=4\pi|t|^2\nu_N\nu_S$.

In mean-field theory each pair of modes $(k\uparrow,-k\downarrow)$ of S has the Hamiltonian
\begin{equation}
H_k=\xi(n_\uparrow+n_\downarrow)-h(n_\uparrow-n_\downarrow)
-\Delta\,(c_\uparrow^\dagger c_\downarrow^\dagger+c_\downarrow c_\uparrow),
\qquad 0<h<\Delta .
\end{equation}
Here $\Delta$ is taken as given. At low temperature the superconducting state has a lower energy than the normal state only for $h<\Delta/\sqrt2$, which limits the use of the formulas for a real superconductor. ``Up'' ($\sigma=+1$) means magnetic moment along the field. Let $I_\sigma$ be the net flow of spin-$\sigma$ electrons from N into S, and define
\begin{equation}
I=I_\uparrow+I_\downarrow,\qquad S=I_\uparrow-I_\downarrow .
\end{equation}
The conventional electric current has the opposite sign to $I$.

\section*{(a) Spectrum}
\emph{Find the energies and weights with which an up electron can be added to S, and hence the normalized density of states $N_\sigma(E)$.}

\textbf{Answer.} The states $|\!\uparrow\rangle$ and $|\!\downarrow\rangle$ have energies $\xi-h$ and $\xi+h$. The empty state $|0\rangle$ and $|2\rangle=c_\uparrow^\dagger c_\downarrow^\dagger|0\rangle$ are mixed by
\begin{equation}
\begin{pmatrix}0&-\Delta\\-\Delta&2\xi\end{pmatrix},
\qquad\text{eigenvalues } \xi\mp\varepsilon,\quad \varepsilon=\sqrt{\xi^2+\Delta^2}.
\end{equation}
The lower state is $|g\rangle=u|0\rangle+v|2\rangle$. Its first row gives $-\Delta v=(\xi-\varepsilon)u$, so with $u^2+v^2=1$
\begin{equation}
u^2=\tfrac12(1+\xi/\varepsilon),\qquad v^2=\tfrac12(1-\xi/\varepsilon).
\end{equation}
The upper state is $|e\rangle=-v|0\rangle+u|2\rangle$. Adding an up electron gives
\begin{equation}
c_\uparrow^\dagger|g\rangle=u|\!\uparrow\rangle,\quad
c_\uparrow^\dagger|\!\downarrow\rangle=|2\rangle=v|g\rangle+u|e\rangle,\quad
c_\uparrow^\dagger|e\rangle=-v|\!\uparrow\rangle,\quad
c_\uparrow^\dagger|\!\uparrow\rangle=0 .
\end{equation}
The transitions $g\to\uparrow$ and $\downarrow\to e$ have weight $u^2$ and cost $\varepsilon-h$: they create an up excitation. The transitions $\downarrow\to g$ and $e\to\uparrow$ have weight $v^2$ and cost $-(\varepsilon+h)$: they remove a down excitation. Therefore
\begin{equation}
N_\uparrow(E)=\int_{-\infty}^{\infty}\!d\xi\,
\left[u^2\delta(E+h-\varepsilon)+v^2\delta(E+h+\varepsilon)\right].
\end{equation}
Adding the contributions of $\xi$ and $-\xi$ replaces $u^2$ and $v^2$ by $u^2+v^2=1$ on $\xi>0$. Since $d\xi/d\varepsilon=\varepsilon/\sqrt{\varepsilon^2-\Delta^2}$, and since the down result follows from $h\to-h$,
\begin{equation}
N_\sigma(E)=n(E+\sigma h),\qquad
n(x)=\frac{|x|}{\sqrt{x^2-\Delta^2}}\ \text{ for }|x|>\Delta,\quad n(x)=0\ \text{ otherwise.}
\end{equation}

\section*{(b) Current of each spin}
\emph{Use golden-rule rates in both directions to find $I_\sigma$.}

\textbf{Answer.} Take up electrons. The energies of $g,\uparrow,\downarrow,e$ relative to $g$ are $0$, $\varepsilon-h$, $\varepsilon+h$ and $2\varepsilon$, so the two excitations are independent fermions with occupations $f(\varepsilon-h)$ and $f(\varepsilon+h)$. An electron state of N at energy $E$ has occupation $f_N=f(E-V)$.

For the $u^2$ process $E=\varepsilon-h$. Entry needs the excitation absent, and the reverse needs it present:
\begin{equation}
f_N[1-f(E)]-(1-f_N)f(E)=f_N-f(E).
\end{equation}
For the $v^2$ process $E=-(\varepsilon+h)$. Entry needs the down excitation present, with probability $f(\varepsilon+h)=f(-E)=1-f(E)$; the reverse needs it absent, with probability $f(E)$. The same difference results. The golden-rule prefactor per spin is $2\pi|t|^2\nu_N\nu_S=G/2$, so
\begin{equation}
I_\sigma(V)=\frac G2\int_{-\infty}^{\infty}dE\,N_\sigma(E)\,[f(E-V)-f(E)].
\label{eq:spin}
\end{equation}
This is the leading order in $|t|^2$.

\section*{(c) Parity}
\emph{Determine how $I$ and $S$ change under $V\to-V$. Which conclusions survive if the electrodes have different temperatures?}

\textbf{Answer.} Let $f_N$ and $f_S$ be Fermi functions at temperatures $T_N$ and $T_S$, and let $W_V(E)=f_N(E-V)-f_S(E)$. Because $f(-x)=1-f(x)$ at any temperature,
\begin{equation}
W_{-V}(-E)=f_N(-E+V)-f_S(-E)=-f_N(E-V)+f_S(E)=-W_V(E).
\end{equation}
Since $n$ is even, $N_\uparrow(-E)=n(-E+h)=n(E-h)=N_\downarrow(E)$. Hence $N_\uparrow+N_\downarrow$ is even in $E$ and $D=N_\uparrow-N_\downarrow$ is odd. Changing the integration variable from $E$ to $-E$,
\begin{align}
S(-V)&=\frac G2\int dE\,D(-E)\,W_{-V}(-E)
=\frac G2\int dE\,[-D(E)][-W_V(E)]=S(V),\\
I(-V)&=\frac G2\int dE\,[N_\uparrow(E)+N_\downarrow(E)]\,[-W_V(E)]=-I(V).
\end{align}
The spin current is even and the charge current is odd, also for $T_N\ne T_S$. Equal temperatures have a separate consequence: $W_0(E)=0$, so $S(0)=0$. With unequal temperatures $W_0$ is odd, and its product with the odd $D$ can integrate to a finite spin current without bias or charge current.

For the separate spins the symmetry reads $I_\uparrow(-V)=-I_\downarrow(V)$. Reversing the bias reverses the flow and also exchanges the spin that dominates it. Up electrons entering S and down electrons leaving it change its spin in the same sense.

\section*{(d) Reduction to the unsplit junction}
\emph{Express $I$ and $S$ through the current $I_0(V)$ of the same junction at $h=0$. Examine $T=0$, large bias and the normal state.}

\textbf{Answer.} In (\ref{eq:spin}) put $E'=E+\sigma h$ and add and subtract $f(E')$:
\begin{equation}
I_\sigma=\frac G2\int dE'\,n(E')\left\{[f(E'-\sigma h-V)-f(E')]-[f(E'-\sigma h)-f(E')]\right\}.
\end{equation}
Each bracket gives a convergent integral, so
\begin{equation}
I_\sigma(V)=\tfrac12[I_0(V+\sigma h)-I_0(\sigma h)],\qquad
I_0(V)=G\int dE\,n(E)[f(E-V)-f(E)].
\end{equation}
Folding negative energies onto positive ones with $f(-x)=1-f(x)$ gives
\begin{equation}
I_0(V)=G\int_\Delta^\infty dE\,n(E)\,[f(E-V)-f(E+V)],
\label{eq:fold}
\end{equation}
which is odd in $V$. Using $I_0(-h)=-I_0(h)$ in the sum and difference,
\begin{align}
I(V)&=\tfrac12[I_0(V+h)+I_0(V-h)],\\
S(V)&=\tfrac12[I_0(V+h)-I_0(V-h)]-I_0(h).
\label{eq:S}
\end{align}

\emph{Zero temperature.} For $V>\Delta$, (\ref{eq:fold}) gives $I_0=G\int_\Delta^V E\,dE/\sqrt{E^2-\Delta^2}=G\sqrt{V^2-\Delta^2}$; for $|V|<\Delta$ it vanishes, so $I_0(h)=0$. Both currents vanish for $|V|<\Delta-h$. In the window $\Delta-h<|V|<\Delta+h$ one spin flows:
\begin{equation}
S=|I|=\frac G2\sqrt{(|V|+h)^2-\Delta^2}.
\label{eq:T0}
\end{equation}
At positive bias these are up electrons entering S; at negative bias they are down electrons leaving it.

\emph{Large bias.} By (\ref{eq:fold}), and because $f(E-V)-f(E+V)$ integrates to $V$ over $E>0$, $I_0(V)-GV$ tends to $G\int_0^\infty(n-1)dE$. This is zero, since $\int_0^L n\,dE=\sqrt{L^2-\Delta^2}\to L$. Thus $S\to Gh-I_0(h)$, a constant, while $I$ grows as $GV$.

\emph{Normal state.} With $n=1$, $I_0(V)=GV$ and $S=Gh-Gh=0$. The Zeeman shift produces a spin current here through the energy dependence of $n$.

\section*{(e) Bias below the gap edges}
\emph{For $|V|+h<\Delta$ obtain series for $I$ and $S$, and discuss low temperature and small bias.}

\textbf{Answer.} Here the arguments of the Fermi functions in (\ref{eq:fold}) are positive for every $I_0$ needed. For $x>0$, $f(x)=\sum_{m\ge1}(-1)^{m+1}e^{-m\beta x}$, hence
\begin{equation}
f(E-V)-f(E+V)=2\sum_{m\ge1}(-1)^{m+1}e^{-m\beta E}\sinh(m\beta V).
\end{equation}
With $E=\Delta\cosh s$,
\begin{equation}
\int_\Delta^\infty\frac{E\,e^{-m\beta E}}{\sqrt{E^2-\Delta^2}}dE
=\Delta\int_0^\infty\cosh s\;e^{-m\beta\Delta\cosh s}ds=\Delta K_1(m\beta\Delta),
\end{equation}
where $K_1$ is the modified Bessel function. The addition formulas for $\sinh(m\beta V\pm m\beta h)$ then give
\begin{align}
I&=2G\Delta\sum_{m\ge1}(-1)^{m+1}K_1(m\beta\Delta)\cosh(m\beta h)\sinh(m\beta V),\\
S&=2G\Delta\sum_{m\ge1}(-1)^{m+1}K_1(m\beta\Delta)\sinh(m\beta h)[\cosh(m\beta V)-1].
\end{align}
If $\beta(\Delta-h-|V|)\gg1$, the term $m=1$ dominates. As $(\cosh x-1)/\sinh x=\tanh(x/2)$,
\begin{equation}
S/I\simeq\tanh(\beta h)\tanh(\beta V/2).
\end{equation}
For $\beta|V|\ll1$, $\cosh(m\beta V)-1\simeq(m\beta V)^2/2$: the spin current starts quadratically while the charge current starts linearly. Linear response to the bias contains no spin current.

\section*{(f) Numerical case}
\emph{Take $\Delta=0.6$ meV, a field of 3 T, $T=1$ K and a junction resistance of 1 M$\Omega$. Evaluate the currents at $\pm0.6$ mV and interpret their bias dependence.}

\textbf{Answer.} For moment $\mu_B$, $h=\mu_B B=0.174$ meV, and $kT=0.0862$ meV. Restoring $e$, an energy of 1 meV in a current formula stands for $1\ \mathrm{mV}/1\ \mathrm{M\Omega}=1000$ pA. The unsplit currents are
\begin{equation}
I_0(0.774)=460.3,\qquad I_0(0.426)=36.6,\qquad I_0(0.174)=2.1\ \text{pA},
\end{equation}
with arguments in mV. Then
\begin{align}
I(0.6)&=\tfrac12(460.3+36.6)\simeq248.4\ \text{pA},\\
S(0.6)&=\tfrac12(460.3-36.6)-2.1\simeq209.7\ \text{pA}.
\end{align}
The up part is 229.1 pA and the down part 19.4 pA. At $-0.6$ mV they become $-19.4$ and $-229.1$ pA, so $I=-248.4$ pA while $S$ is again $209.7$ pA, a net up-minus-down rate of $1.31\times10^9\ \mathrm{s^{-1}}$.

The bias lies between the edges $\Delta-h=0.426$ and $\Delta+h=0.774$ meV, where (\ref{eq:T0}) predicts full polarization and $S=244.2$ pA at $T=0$. At 1 K the ratio $S/|I|$ is 0.84. At $\pm0.3$ mV, $S=27.3$ pA and $I=\pm30.5$ pA. At $\pm2$ mV, $S=180.2$ pA, but $I=\pm1906$ pA, so the ratio is 0.095.

The spin current is thus larger at 0.6 mV than at 2 mV. Its large-bias limit is $173.7-2.1=171.6$ pA. Expanding $I_0(x)\simeq G(x-\Delta^2/2x)$ in (\ref{eq:S}) shows that this limit is approached from above, with excess
\begin{equation}
\frac{G\Delta^2h}{2(V^2-h^2)}\simeq8\ \text{pA at 2 mV},
\end{equation}
which accounts for most of the difference between 180.2 and 171.6 pA.

At 0.1 mV and 0.5 K, summing the rates over the eigenstates of part (a) gives $S/I=0.8206$; the hyperbolic-tangent law gives 0.8207.

\section*{(g) Broken symmetry and a real film}
\emph{Which departures from the model break the evenness of $S$? Assess the numbers of part (f) for a thin boron-doped diamond film.}

\textbf{Answer.} If N is polarized, so that $I_\sigma$ is multiplied by $1+\sigma P$, then
\begin{equation}
(1+P)I_\uparrow-(1-P)I_\downarrow=S+PI .
\end{equation}
The added part is odd: for $P=0.1$ it is 24.8 pA at 0.6 mV. An energy-dependent coupling $1+E/E_0$ also adds an odd part, because $E\,D(E)$ is even. For a rough scale $E_0=500$ meV this is 0.2 pA at 0.6 mV, or 0.1\% of $S$. If the slope is tied to the chemical potential of N, $1+(E-V)/E_0$, the odd part is $-0.04$ pA instead. A temperature difference preserves evenness but removes the zero at $V=0$: with N at 1.2 K and S at 1 K, $S(0)=3.0$ pA.

The chosen gap is a rough value for heavily boron-doped diamond. Carbon is light, but the carriers are holes in $p$-like valence bands whose spin-orbit splitting, of order 10 meV, exceeds the gap, so the neglect of spin-orbit scattering is not assured. A trial scattering energy of 0.03 meV, coupling the self-energy of each spin to the Green function of the other, lowers $S$ by about 10\% at 0.6 mV and 19\% at 0.3 mV with the gap held fixed; 0.1 meV would lower it by 29\% at 0.6 mV. The computed spectra still satisfy $N_\uparrow(E)=N_\downarrow(-E)$, so $S$ stays even. The true scattering energy of such a film is not determined here.

The film is taken to be 5 nm thick. An in-plane field gives a vector potential $Bz$ with $\langle z^2\rangle=d^2/12$, and hence, in SI units, a depairing energy
\begin{equation}
\Gamma=\frac{\hbar D_e}{2}\left\langle\left(\frac{2eBz}{\hbar}\right)^2\right\rangle
=\frac{D_ee^2B^2d^2}{6\hbar}.
\end{equation}
For a rough diffusion constant $D_e=0.8\ \mathrm{cm^2/s}$ this is 0.0046 meV and changes $S$ at 0.6 mV by $-0.1$\% at fixed gap. This small value is special to $V=\Delta$: to first order in $\Gamma$ the changes of $I_0(V+h)$ and $I_0(V-h)$ are equal there and cancel in $S$, while $I$ rises by 1\%. At 0.3 mV the same depairing raises $S$ by 6\%, and at 0.8 mV it lowers $S$ by 1\%. Depairing also lowers the pair potential $\Delta$ itself, by about $\pi\Gamma/4\Delta\simeq0.6$\%, which raises $S$ by 0.8\% at 0.6 mV and by 3.6\% at 0.3 mV; both effects of depairing together give about $+0.6$\% and $+10$\%. The edge of the spectrum moves further: before the Zeeman shift it lies about 6\% below $\Delta$. The formula requires a film thinner than the coherence length $\sqrt{\hbar D_e/\Delta}\simeq9$ nm. At 50 nm it no longer applies; the 0.46 meV it would give, comparable with the gap, only indicates that orbital effects are then strong and that the model fails at 3 T.

Temperature and Zeeman field reduce the gap by 0.3\%, which raises $S$ by 0.4\% at 0.6 mV and by 2\% at 0.3 mV. With a junction area of $1\ \mu\mathrm{m}^2$ and a trial spin lifetime of 10 ns, spin accumulated in S reduces $S$ at 0.6 mV by about 0.3\% at fixed gap, taking the density of states from the Einstein relation with $D_e$ and a rough resistivity of 2 m$\Omega$\,cm. This lifetime is an independent trial value, far longer than $\hbar/(0.03\ \mathrm{meV})\simeq22$ ps. Second-order (Andreev) tunnelling has a scale of $G^2R_\square V\simeq1.2$ pA at 0.3 mV for a rough sheet resistance $R_\square=4\ \mathrm{k\Omega}$. That is 4\% of $I$, but singlet pairs carry no spin and add nothing to $S$. At 2 mV a 1 nm barrier sustains 0.02 MV/cm. These inputs imply $k_F\ell$ of order one for hole masses near half the electron mass, and a sheet resistance not far below the pair resistance quantum of 6.45 k$\Omega$, at the edge of the diffusive mean-field theory used for the estimates. The hole-band structure of diamond, its strong disorder and Fermi-liquid corrections to $h$ are left out, so the currents are model values for this regime and not predictions for a particular film.

\section*{Calculated quantities}
\begin{verbatim}
Gap: 0.6 meV
Field in plane: 3 T
Temperature: 1 K
Tunnel resistance: 1 Mohm
Zeeman energy h: 0.1737 meV
Thermal energy kT: 0.08617 meV
Lower edge, gap - h: 0.4263 meV
Upper edge, gap + h: 0.7737 meV
V = +0.3 mV: I = +30.517 pA, S = +27.277 pA
V = -0.3 mV: I = -30.517 pA, S = +27.277 pA
S/|I| at 0.3 mV: 0.8938
V = +0.6 mV: I = +248.449 pA, S = +209.737 pA
V = -0.6 mV: I = -248.449 pA, S = +209.737 pA
S/|I| at 0.6 mV: 0.8442
V = +2.0 mV: I = +1906.394 pA, S = +180.231 pA
V = -2.0 mV: I = -1906.394 pA, S = +180.231 pA
S/|I| at 2.0 mV: 0.09454
Up part at +0.6 mV: 229.1 pA
Down part at +0.6 mV: 19.36 pA
I0 at 0.6 mV + h: 460.27 pA
I0 at 0.6 mV - h: 36.632 pA
I0 at h: 2.08 pA
Net up-minus-down rate at 0.6 mV: 1.309e+09 1/s
S at 0.6 mV, T to 0: 244.2 pA
S limit at large bias: 171.6 pA
S/V^2 at small bias: 138 pA/mV^2
S/I at 0.1 mV and 0.5 K, rates: 0.8206
S/I at 0.1 mV and 0.5 K, tanh law: 0.8207
S at V=0, N at 1.2 K and S at 1 K: 3.042 pA
Odd part of S at 0.6 mV, N polarized 10%: 24.84 pA
Coupling energy scale (rough): 500 meV
Odd part of S from coupling slope: 0.2087 pA
Gap loss by T and h: 0.344 %
Film thickness: 5 nm
Diffusion constant (rough): 0.8 cm2/s
Orbital depairing energy: 0.00456 meV
Change of S at 0.6 mV by depairing: -0.105 %
Spin-orbit scattering energy (trial): 0.03 meV
Change of S at 0.6 mV by spin-orbit: -10.4 %
Resistivity (rough): 2 mohm cm
Sheet resistance: 4 kohm
Andreev current scale at 0.3 mV: 1.2 pA
Junction area: 1 um2
Spin lifetime (trial): 10 ns
Spin backflow relative to S: 0.32 %
Barrier thickness: 1 nm
Barrier field at 2 mV: 0.02 MV/cm
\end{verbatim}
